# Quantized pumping in the Rice-Mele chain and its switch-on corrections

**Q:** A slowly driven insulator is said to pump a whole number of electrons per cycle. Slowness is a matter of degree, and an integer is not. What system are we discussing, and what is counted?

**A:** Independent spinless electrons on a chain with two sites per cell, one electron per cell. Site $A_n$ has energy $\Delta$ and site $B_n$ has $-\Delta$. Hopping is $t_1$ inside a cell and $t_2$ between $B_n$ and $A_{n+1}$. The drive is

$$t_{1,2}=J\pm\delta\cos\varphi,\quad \Delta=\Delta_0\sin\varphi,\quad 0<\delta<J,\ \Delta_0>0,$$

with $\varphi$ advancing by $2\pi$ per cycle. I use $\hbar=1$ and a dimensionless $k$. For amplitudes $(a,b)e^{ikn}$ on cell $n$, the $AB$ element of $H$ is $t_1+t_2e^{-ik}=d_x-id_y$, so

$$H=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(t_1+t_2\cos k,\ t_2\sin k,\ \Delta).$$

The gap is $E=2|\mathbf d|$. Since $|t_1+t_2e^{-ik}|\ge|t_1-t_2|$,

$$E\ge2\sqrt{4\delta^2\cos^2\varphi+\Delta_0^2\sin^2\varphi}>0 .$$

I count electrons crossing one intercell bond to the right. If $N_R$ counts those beyond the bond, then

$$i[H,N_R]=it_2\big(|B_n\rangle\langle A_{n+1}|-|A_{n+1}\rangle\langle B_n|\big).$$

In a Bloch state this gives $it_2(b^*a\,e^{ik}-a^*b\,e^{-ik})$, which is $\langle\partial_kH\rangle$, because the $AB$ element of $\partial_kH$ is $-it_2e^{-ik}$. Writing $\int_k$ for $\int_0^{2\pi}dk/2\pi$, the pumped number is

$$Q=\int dt\int_k\langle\psi|\partial_kH|\psi\rangle .$$

This is a particle number; electric charge carries a further factor $-e$.

**Q:** That is an ordinary time integral. Where could an integer come from?

**A:** From the geometry of the evolving state. Differentiate $i\partial_t\psi=H\psi$ with respect to $k$ and project on $\psi$:

$$\langle\psi|\partial_kH|\psi\rangle=i\langle\psi|\partial_t\partial_k\psi\rangle-\langle H\psi|\partial_k\psi\rangle .$$

Since $\langle H\psi|=-i\langle\partial_t\psi|$, the last term is $+i\langle\partial_t\psi|\partial_k\psi\rangle$, and

$$\langle\psi|\partial_kH|\psi\rangle=\partial_t\big(i\langle\psi|\partial_k\psi\rangle\big).$$

So $Q$ is the change of the Zak phase $\oint dk\,i\langle\psi|\partial_k\psi\rangle$ of the evolved state, divided by $2\pi$. No slowness was assumed.

Suppose that after a cycle every state returns up to a phase, $\psi(T)=e^{-i\theta(k)}\psi(0)$. Then $i\langle\psi|\partial_k\psi\rangle$ has changed by $\partial_k\theta$, and $Q=\int_k\partial_k\theta$ is the winding number of $\theta$, an integer. The question of quantization becomes whether the states return.

**Q:** Before I accept that, does this current really count particles?

**A:** It was compared with direct counting, at a deliberately fast drive, $\hbar\omega=0.6$ eV. In an open chain of 60 cells, the number of electrons right of the middle bond grew by 0.982 in one cycle. The $k$-space current, computed with the same time steps, agrees with this count to seven decimals, and it matches the Zak-phase change divided by $2\pi$, modulo 1, to $4\times10^{-6}$. The number is not an integer, so these states did not all return.

**Q:** Then take slow driving. Which integer does it approach?

**A:** Use the Bloch vector $\mathbf s=\langle\boldsymbol\sigma\rangle$. The commutators of the Pauli matrices give $\dot{\mathbf s}=2\mathbf d\times\mathbf s$. With $\mathbf n=\mathbf d/|\mathbf d|$, constant speed $\dot\varphi=\omega$, and a prime for $\partial_\varphi$,

$$\omega\,\mathbf s'=E\,\mathbf n\times\mathbf s .$$

Expand $\mathbf s=\mathbf s_0+\omega\mathbf s_1+\dots$ with $\mathbf s_0=-\mathbf n$, the lower band. Equal powers of $\omega$ give

$$E\,\mathbf n\times\mathbf s_{j+1}=\mathbf s_j' .$$

For $j=0$, take the cross product with $\mathbf n$ and use $\mathbf n\times(\mathbf n\times\mathbf s_1)=-\mathbf s_{1\perp}$. The result is $\mathbf s_1=\mathbf n\times\mathbf n'/E$; it has no part along $\mathbf n$, because $|\mathbf s|=1$ requires $\mathbf s_0\cdot\mathbf s_1=0$.

The current is $\partial_k\mathbf d\cdot\mathbf s$, with $\partial_k\mathbf d=\tfrac12(\partial_kE)\mathbf n+\tfrac12E\,\partial_k\mathbf n$. Hence

$$\partial_k\mathbf d\cdot\mathbf s=-\tfrac12\partial_kE+\tfrac{\omega}{2}\,\mathbf n\cdot(\mathbf n'\times\partial_k\mathbf n)+O(\omega^2).$$

The first term is the band velocity, and it integrates to zero over a full band. In the second, $dt=d\varphi/\omega$ cancels the factor $\omega$: a slower drive has a weaker current for a longer time. What remains as $\omega\to0$ is

$$C=\frac1{4\pi}\int_0^{2\pi}\!d\varphi\int_0^{2\pi}\!dk\;\mathbf n\cdot(\partial_\varphi\mathbf n\times\partial_k\mathbf n).$$

**Q:** You call this a Chern number, but I see no Berry curvature.

**A:** With $A_\mu=i\langle u|\partial_\mu u\rangle$ for the lower state, the curvature is

$$\partial_\varphi A_k-\partial_kA_\varphi=-2\,\mathrm{Im}\langle\partial_\varphi u|\partial_ku\rangle .$$

At any chosen point, rotate the spin axes so that $\mathbf n=\hat{\mathbf z}$, and write nearby $\mathbf n\simeq(x,y,1)$. The perturbation is $\frac E2(x\sigma_x+y\sigma_y)$ and the energy denominator is $-E$, so the upper component of $u$ is $-(x-iy)/2$. The part of $\partial_\mu u$ along $u$ contributes a real number to the product and drops out. Then

$$-2\,\mathrm{Im}\,\tfrac14(\partial_\varphi x+i\partial_\varphi y)(\partial_kx-i\partial_ky)=\tfrac12(\partial_\varphi x\,\partial_ky-\partial_\varphi y\,\partial_kx),$$

which is $\frac12\mathbf n\cdot(\partial_\varphi\mathbf n\times\partial_k\mathbf n)$. Thus $C$ is the curvature integral over the closed $(k,\varphi)$ torus divided by $2\pi$.

Its value follows by counting how often $\mathbf n$ covers the sphere. At the north pole $d_x=d_y=0$ and $\Delta>0$. Since $t_2>0$, this needs $k=\pi$, $t_1=t_2$ and $\varphi=\pi/2$: one point. Near it $d_x\simeq-2\delta(\varphi-\pi/2)$ and $d_y\simeq-J(k-\pi)$, whose Jacobian $2\delta J$ is positive. The sphere is covered once, with positive sign, and $C=1$.

In pictures, an electron starts mainly on the strong bond $A_nB_n$, is pushed to the lower site $B_n$, then to the bond $B_nA_{n+1}$, then to $A_{n+1}$. Running the cycle backwards reverses $\partial_\varphi\mathbf n$ and gives $-1$. If instead $\Delta=\Delta_s+\Delta_0\sin\varphi$ with $\Delta_s>\Delta_0$, the south pole is never reached and $C=0$. The loop must enclose the gapless point $t_1=t_2$, $\Delta=0$.

**Q:** Fine for $\omega\to0$. A real drive has finite $\omega$, and the next term of your expansion should spoil the integer at order $\omega$.

**A:** That depends on whether the state follows the expansion. First suppose the speed is switched on smoothly. Let $\tau=\omega t$ and $\varphi=F(\tau)$, where $F'$ rises from 0 to 1 over a fixed interval of $\tau$ with all derivatives continuous. The recursion is the same with $\partial_\tau$ in place of $\partial_\varphi$.

It can be continued to any order. The condition $|\mathbf s|^2=1$ fixes the parallel part of $\mathbf s_j$ through $\sum_{i=0}^{j}\mathbf s_i\cdot\mathbf s_{j-i}=0$. The next step needs $\mathbf n\cdot\partial_\tau\mathbf s_j=0$. Differentiating the norm condition and using the earlier steps,

$$\mathbf s_0\cdot\partial_\tau\mathbf s_j=-E\sum_{i=1}^{j}\mathbf s_i\cdot(\mathbf n\times\mathbf s_{j+1-i})=0,$$

because exchanging $i$ and $j+1-i$ reverses the sign of each term.

Every $\mathbf s_j$ is built from $F$ and its derivatives at the same instant. Before the ramp all corrections vanish, so the ground state lies on the series. After the ramp the series is periodic in $\varphi$.

**Q:** A formal series need not describe the true state.

**A:** Let $\mathbf S$ be the sum through $\omega^M$. It obeys the Bloch equation except for a remainder $\omega^{M+1}\partial_\tau\mathbf s_M$. The difference $\mathbf s-\mathbf S$ is rotated by the equation, which preserves its length, and fed by this remainder. It starts at zero, so after a time of order $1/\omega$ it is at most of order $\omega^M$. Its effect on one cycle's charge is at most of order $\omega^{M-1}$.

Now show that $\mathbf S$ itself pumps an integer. Normalize it, $\hat{\mathbf s}=\mathbf S/|\mathbf S|$, and let $\mathbf r=\dot{\hat{\mathbf s}}-2\mathbf d\times\hat{\mathbf s}$, which is of order $\omega^{M+1}$ and perpendicular to $\hat{\mathbf s}$. Add $\delta\mathbf d=\frac12\hat{\mathbf s}\times\mathbf r$ to $\mathbf d$. Since

$$2\,\delta\mathbf d\times\hat{\mathbf s}=(\hat{\mathbf s}\times\mathbf r)\times\hat{\mathbf s}=\mathbf r,$$

$\hat{\mathbf s}$ solves the modified problem without error. It is periodic, so its states return up to a phase and the modified charge is an integer. Removing $\partial_k\delta\mathbf d$ from the current changes the charge by order $\omega^{M+1}/\omega=\omega^M$.

As $M$ is arbitrary, the charge per cycle after a smooth start differs from an integer by less than any power of $\omega$ as $\omega\to0$. The leading calculation identifies the integer as $C$. This holds for a fixed number of cycles; it does not promise quantization for unlimited time at fixed $\omega$.

**Q:** So smooth switching keeps the electrons in the instantaneous ground state?

**A:** No. The weight in the upper instantaneous band is $p=(1-\mathbf s_0\cdot\mathbf s)/2$. The norm conditions give $\mathbf s_0\cdot\mathbf s_2=-\frac12|\mathbf s_1|^2$ and $\mathbf s_0\cdot\mathbf s_3=-\mathbf s_1\cdot\mathbf s_2$, so

$$p=\tfrac14\omega^2|\mathbf s_1|^2+\tfrac12\omega^3\,\mathbf s_1\cdot\mathbf s_2+O(\omega^4).$$

At constant speed $\mathbf s_1'=\mathbf n\times(\mathbf n'/E)'$, since $\mathbf n'\times\mathbf n'=0$. Then $\mathbf s_{2\perp}=-\mathbf n\times\mathbf s_1'/E$ is the perpendicular part of $(\mathbf n'/E)'/E$. The derivative of $1/E$ multiplies $\mathbf n'$ and drops out against $\mathbf n\times\mathbf n'$. Therefore $p=\omega^2p_2+\omega^3p_3+\dots$ with

$$p_2=\frac{|\mathbf n'|^2}{4E^2},\qquad p_3=\frac{\mathbf n\cdot(\mathbf n'\times\mathbf n'')}{2E^3}.$$

Take $J=1$ eV, $\delta=0.5$ eV, $\Delta_0=1$ eV and $\hbar\omega=0.2$ eV. At $\varphi=0$, $\mathbf d'=\Delta_0\hat{\mathbf z}$ is perpendicular to $\mathbf d$, so $|\mathbf n'|=2\Delta_0/E$ and $p_2=\Delta_0^2/E^4$. With $t_1=1.5$ eV and $t_2=0.5$ eV, $E^2=10+6\cos k$ in eV². The integral $\int_k(a+b\cos k)^{-1}=(a^2-b^2)^{-1/2}$, differentiated with respect to $a$, gives

$$\int_kp_2=\frac{10}{(100-36)^{3/2}}=\frac{10}{512}=0.0195\ \mathrm{eV}^{-2}.$$

Multiplying by $0.04$ eV² gives $7.81\times10^{-4}$. The simulated state after a smooth ramp has $7.8\times10^{-4}$. The admixture is not a failure of pumping. To leading order the pumped current comes from $\mathbf s_1$, which is perpendicular to $\mathbf n$: it is carried by the coherence between the two bands, not by the small upper-band population itself.

**Q:** Then start in the true ground state and switch the speed on at once. Surely a purer state pumps better?

**A:** It pumps worse, because the ground state is not the periodic solution of the moving problem. Let $\chi_-$ be the periodic solution just found and $\chi_+$ the orthogonal one, with opposite Bloch vector, both understood to any chosen order in $\omega$. After a cycle they acquire phases $e^{-i\theta_\mp}$. The initial state is $c_-\chi_-+c_+\chi_+$, with $|c_+|^2=p$ at the starting phase $\varphi_0$.

At each $k$, the charge of $\chi_-$ per cycle is $w=\partial_k\theta_-$. That of $\chi_+$ is $-w$, because the current $\partial_k\mathbf d\cdot\mathbf s$ changes sign with $\mathbf s$. Inserting the state after $N$ cycles in the Zak-phase identity gives

$$Q_N=N\int_k(1-2p)w+R_N,$$
$$R_N=\int_k2\,\mathrm{Re}\big[c_-^*c_+\,i\langle\chi_-|\partial_k\chi_+\rangle(e^{-iN(\theta_+-\theta_-)}-1)\big].$$

The transient $R_N$ does not grow with $N$. To leading order $|c_+|=\omega|\mathbf n'|/2E$, and the matrix element has size $|\partial_k\mathbf n|/2$ by the tilt calculation above. The bracket with the phase is at most 2, so

$$|R_N|\le\omega\int_k\frac{|\mathbf n'||\partial_k\mathbf n|}{E}.$$

The other error, $-2\int_kpw$ per cycle, accumulates.

**Q:** How large is it? $p$ is of order $\omega^2$, so I expect $\omega^2$.

**A:** Not by counting $p$ alone. Integrating the current of $\chi_-$ over a cycle,

$$w=-\frac1{2\omega}\partial_k\!\oint E\,d\varphi+\frac12\oint\mathbf n\cdot(\mathbf n'\times\partial_k\mathbf n)\,d\varphi+O(\omega).$$

The band velocity acts for a time $2\pi/\omega$, hence the $1/\omega$. The drift error per cycle is therefore $\omega L+\omega^2D+\dots$, where

$$L=\int_kp_2\,\partial_k\!\oint E\,d\varphi,$$
$$D=\int_k\Big[p_3\,\partial_k\!\oint E\,d\varphi-p_2\oint\mathbf n\cdot(\mathbf n'\times\partial_k\mathbf n)\,d\varphi\Big].$$

Here $p_2$ and $p_3$ are taken at $\varphi_0$: the error remembers where the drive began.

In the Rice-Mele chain $H(-k)=H(k)^*$. Then $E$ and $|\mathbf n'|$ are even in $k$, the slope of $\oint E\,d\varphi$ is odd, and $L=0$. Opposite momenta carry opposite excess velocities with equal weights.

The same relation removes every odd power. Let $P$ reverse the $y$ component, so $\mathbf d(-k)=P\mathbf d(k)$. A reflection changes the sign of a cross product, so the Bloch equation gives $\mathbf s(-k;\omega)=P\mathbf s(k;-\omega)$. Hence $p(-k;\omega)=p(k;-\omega)$. In $w=\omega^{-1}\oint\partial_k\mathbf d\cdot\mathbf s\,d\varphi$ the derivative $\partial_k\mathbf d$ brings a minus sign that matches the reversal of $1/\omega$, so $w(-k;\omega)=w(k;-\omega)$ too. The integrated drift is even in $\omega$.

**Q:** Show me the difference in numbers, with the same cycle in both cases.

**A:** Keep the parameters above, start counting at $\varphi=0$, and take a cell length of 5 Å. The period is 20.7 fs. The smooth ramp lasts two periods, with speed

$$\frac{\dot\varphi}{\omega}=\frac{e^{-1/x}}{e^{-1/x}+e^{-1/(1-x)}},\qquad 0<x<1,$$

where $x$ is the elapsed fraction of the ramp. By symmetry its mean is $\frac12$, so $\varphi$ advances by $2\pi$ and the counted cycles begin at the same point as in the sudden case.

After the sudden start, one cycle pumps 0.99756 electrons and twenty pump 19.9664. The formula gives $D=-0.0423$ eV$^{-2}$, hence a drift error

$$0.04\times(-0.0423)=-0.00169$$

per cycle. The long-run value, from the eigenstates of the one-cycle propagator, is $0.99832-1=-0.00168$. Twenty cycles then lose $20\times0.00168=0.0336$, which is the deficit found. The first cycle loses 0.00244, of which 0.00076 is transient. The bound on the transient is 0.0126, far above its actual size.

After the smooth start, the largest error in the accumulated charge over twenty cycles is $2\times10^{-9}$ electrons. Doubling the frequency raises it to $2\times10^{-5}$, a factor of about $10^4$, where an $\omega^4$ law would give 16. Two frequencies do not establish a law, but they agree with the derivation. In length, the long-run shift per cycle is 4.992 Å after the sudden start and 5.000 Å after the smooth one.

**Q:** Is the $\omega^2$ coefficient confirmed, or did one frequency happen to fit?

**A:** The long-run error divided by $\omega^2$ is $-0.0420$ eV$^{-2}$ at 0.2 eV and $-0.0421$ at 0.1 eV. Because the drift is even in $\omega$, the next correction to this ratio is of order $\omega^2$ and can be removed by extrapolation. That leaves $-0.0421$, within 0.4% of $D$; the test required 3%. The remaining difference comes from the time step of the simulation. The step is the same, $0.063\,\hbar$/eV, at both frequencies, so extrapolating in $\omega$ cannot remove its error; refining the step does. It also affects the last digit of the drift figures quoted above: as the step goes to zero, the two ratios move by about $-0.00013$ eV$^{-2}$, to $-0.0421$ and $-0.0422$, their extrapolation becomes $-0.04226$, equal to $D$, the long-run charge per cycle becomes 0.998315, and twenty cycles pump 19.9663, a deficit of 0.0337.

**Q:** And if $H(-k)=H(k)^*$ fails, does the linear error really appear?

**A:** It can. Add $m\sin k$ to $d_z$, a complex hopping between equal sites of neighbouring cells, with opposite signs on the two sublattices. The term vanishes at $k=\pi$, the one momentum where $d_x=d_y=0$ occurs, so the gap stays open and $C$ stays 1.

Breaking the relation permits $L\ne0$ but does not force it. For a start at $\varphi=0$, $p_2$ is still even in $k$; and $E(-k,-\varphi)=E(k,\varphi)$ keeps $\oint E\,d\varphi$ even, so $L=0$. Start instead at $\varphi=\pi/4$, with $m=0.3$ eV and $\hbar\omega=0.1$ eV. Then $L=0.0222$ eV$^{-1}$ and $D=-0.0395$ eV$^{-2}$, so

$$0.1\times0.0222-0.01\times0.0395=0.0018$$

electrons per cycle. The computed long-run error is also 0.0018. Its sign is positive: a sudden start can also make the pump deliver too much.

**Q:** Where does the argument stop?

**A:** It needs a filled band and a small expansion parameter $\omega|\mathbf n'|/E$ at every $k$ and $\varphi$; a gap large compared with $\omega$ is not enough. At $\varphi=0$, $k=\pi$, where $E=4\delta$ and $|\mathbf n'|=\Delta_0/2\delta$, this parameter is $\omega\Delta_0/8\delta^2$. It is 0.1 in the example above. With $\delta=0.1$ eV and $\hbar\omega=0.04$ eV the gap is still ten times $\omega$, but the parameter is 0.5, and the first cycle after a smooth start pumps only about 0.96 electrons. As $\delta$ or $\Delta_0$ tends to zero the gap closes somewhere in the cycle, the denominators $E$ in the expansion become small, and no power series in $\omega$ can be trusted there. In the derivation, "long run" means many cycles, but a number held fixed as $\omega\to0$; unlimited time at fixed $\omega$ is not covered. Interactions, disorder and temperature lie outside this derivation. The complete figures are in the numerical output below.

## Values computed for the example and the checks

```
mean hopping J = 1.0 eV, dimerization = 0.5 eV
staggered potential amplitude = 1.0 eV, cell = 5.0 angstrom
smallest gap in the cycle = 2.0000 eV
Chern number from links = 1.000000
Chern number from degree integral = 1.000000
fast drive, hbar*omega = 0.6 eV, sudden start, one cycle:
  charge from bond current = 0.9816889 electrons
  charge counted in open chain of 60 cells = 0.9816889 electrons
  current minus Zak-phase change, modulo 1 = -4.2e-06
main drive: hbar*omega = 0.2 eV, period = 20.68 fs
sudden start, charge after 1 cycle = 0.997564 electrons
sudden start, charge after 20 cycles = 19.966395 electrons
smooth start, charge after 1 cycle = 1.000000001 electrons
smooth start, charge after 20 cycles = 19.999999998 electrons
smooth start, largest error in 20 cycles = 1.9e-09 electrons
same at hbar*omega = 0.4 eV = 2.2e-05 electrons
excited weight after smooth start, k average = 7.8049e-04
  second-order formula, k average = 7.8125e-04
  largest error over k, second order = 1.5e-04
  largest error over k, third order included = 2.5e-05
drift coefficient D = -0.04226 eV^-2
long-run error/omega^2 at 0.2 eV = -0.04200 eV^-2
long-run error/omega^2 at 0.1 eV = -0.04209 eV^-2
  extrapolated to zero frequency = -0.04212 eV^-2
sudden start, long-run charge per cycle = 0.998320 electrons
largest transient in 20 cycles = 0.00076 electrons
leading-order bound on transient = 0.01261 electrons
displacement per cycle, sudden start, long run = 4.99160 angstrom
displacement per cycle, smooth start = 5.00000 angstrom
broken relation: m = 0.3 eV, starting phase = 0.25 pi
  hbar*omega = 0.1 eV, linear coefficient L = 0.02217 eV^-1
  quadratic coefficient D = -0.03954 eV^-2
  predicted long-run error = 0.001821 electrons per cycle
  computed long-run error = 0.001813 electrons per cycle
```
